\section*{Image Force on a Screw Dislocation Below a Free Surface}

\section{Two opposite screws}

Place two parallel screw dislocations of opposite sign in an infinite isotropic crystal, a distance $2h$ apart. Each is surrounded by a shear stress $Gb/(2\pi r)$, where $G$ is the shear modulus, $b$ the size of the Burgers vector and $r$ the distance from the line. At a point of the plane midway between them the two lines are equally far away, and their tractions on that plane are equal and opposite. The crystal can therefore be cut along the midplane without disturbing either half. The lower half is then a crystal with a free surface and one dislocation at depth $h$. The stress at that dislocation is still the one its former partner supplied, $Gb/(2\pi\cdot 2h)$, and the force per length is $b$ times this stress:
\begin{equation}
F=\frac{Gb^2}{4\pi h}.
\end{equation}
It points towards the surface, because opposite screws attract. The signs, the uniqueness of the field and the meaning of ``force'' are settled below.

\section{Assumptions and theorem}

The solid fills $y<0$ and is homogeneous, isotropic and linearly elastic. Its surface $y=0$ is flat and carries no traction. The dislocation is straight and infinite, runs along $+z$ through $(0,-h)$, and has its Burgers vector along $z$. The displacement is $w(x,y)$ along $z$, with
\begin{equation}
\sigma_{xz}=G\,\partial_x w,\qquad \sigma_{yz}=G\,\partial_y w,\qquad \partial_x^2w+\partial_y^2w=0 .
\end{equation}
The last equation is force balance along $z$. A counterclockwise circuit around the line gives $\oint dw=b$, where $b$ may have either sign. Stresses vanish far away. The core, of radius $r_0\ll h$, has an energy that does not depend on $h$.

\paragraph{Theorem.} Under these assumptions the elastic energy per length falls as the line approaches the surface, and the force per length is
\begin{equation}
F_x=0,\qquad F_y=+\frac{Gb^2}{4\pi h},
\end{equation}
up to a relative correction of order $(r_0/h)^2$.

\section{The field}

\paragraph{Lemma 1.} Let $r_1,\theta_1$ be polar coordinates about the line $(0,-h)$, and $r_2,\theta_2$ those about the image point $(0,+h)$. The field in the half-space is
\begin{equation}
w=\frac{b}{2\pi}(\theta_1-\theta_2),
\end{equation}
unique up to a constant among fields with the same singularity at the line.

\textit{Proof.} Each angle is harmonic away from its centre. Since $\partial_x\theta=-Y/(x^2+Y^2)$ and $\partial_y\theta=x/(x^2+Y^2)$, with $Y$ the height above the centre, the dislocation alone gives on $y=0$
\begin{equation}
\sigma_{yz}^{\rm bulk}=\frac{Gb}{2\pi}\,\frac{x}{x^2+h^2}. \label{traction}
\end{equation}
A free surface cannot carry this traction. The image term gives the same expression with the opposite sign, because $Y^2=h^2$ for both centres, so the sum vanishes for every $x$. The image point lies outside the solid; $\theta_2$ is regular inside and leaves the circuit integral equal to $b$.

For uniqueness, let $v$ be the difference of two solutions. It is single-valued, harmonic throughout the solid, and has $\partial_yv=0$ on the surface. Continue it evenly, $v(x,-y)=v(x,y)$. The continued function is harmonic in the whole plane, since $v$ and $\partial_yv$ join continuously. Its gradient components are harmonic and vanish at infinity, so by the maximum principle they are zero. $\square$

\section{First proof: stress at the line}

Raise the line by $\delta$. With the cut in $w$ drawn downwards from the line, $\theta_1$ runs from $-\pi/2$ on the right of the cut to $3\pi/2$ on its left. In the newly swept strip the left side therefore slips by $b$ relative to the right side. The right side exerts the traction $\sigma_{xz}$ on the left side. Carrying out the slip slowly, with these tractions applied to the two faces, puts the work $\sigma_{xz}b\,\delta$ per length into the solid. The force is minus the energy change per displacement:
\begin{equation}
F_y=-\sigma_{xz}\,b. \label{pk}
\end{equation}
This is the $y$ component of the Peach--Koehler force $\mathbf F=(\boldsymbol\sigma\cdot\mathbf b)\times\hat{\mathbf z}$. The line's own bulk stress is odd about the line and averages to zero over a small circle, so the image stress is the one to insert. At the line, the height above the image point is $Y=-2h$, and the image has Burgers vector $-b$:
\begin{equation}
\sigma_{xz}^{\rm im}=-\frac{G(-b)}{2\pi}\,\frac{-2h}{(2h)^2}=-\frac{Gb}{4\pi h}.
\end{equation}
Equation (\ref{pk}) gives $F_y=+Gb^2/(4\pi h)$. The product of two factors $b$ removes the dependence on its sign. A shift along $x$ leaves the half-space unchanged, so $F_x=0$. $\square$

\paragraph{Remark (what the image stands for).} The same stress follows from real loads on the surface. To cancel (\ref{traction}), a regular field $v$ must have the surface slope $\partial_yv=g(s)=-(b/2\pi)\,s/(s^2+h^2)$ at $x=s$. Its gradient is that of $-(1/\pi)\int g(s)\ln\rho\,ds$, with $\rho$ the distance from $(s,0)$, because $\partial_y\ln\rho=y/\rho^2$ tends to $-\pi\delta(x-s)$ as $y\to0$ from below. At the line $\partial_x\ln\rho=-s/(s^2+h^2)$, and the substitution $s=h\tan a$ gives
\begin{align}
\partial_xv&=-\frac{b}{2\pi^2}\int_{-\infty}^{\infty}\frac{s^2\,ds}{(s^2+h^2)^2}
=-\frac{b}{2\pi^2h}\int_{-\pi/2}^{\pi/2}\sin^2a\,da\nonumber\\
&=-\frac{b}{4\pi h}.
\end{align}
The force thus comes from the relaxation of the surface; the image is a compact description of that relaxation.

\section{Second proof: energy}

\paragraph{Lemma 2.} The elastic energy per length outside the core circle $r_1=r_0$, for the field of Lemma 1, is
\begin{equation}
E=\frac{Gb^2}{4\pi}\left[\ln\frac{2h}{r_0}+\frac12\ln\!\left(1-\frac{r_0^2}{4h^2}\right)\right]. \label{energy}
\end{equation}

\textit{Proof.} The gradient of $\theta$ is the gradient of $\ln r$ turned by a right angle. With $\varphi=\ln(r_2/r_1)$ this gives $|\nabla w|^2=(b/2\pi)^2|\nabla\varphi|^2$, and
\begin{equation}
E=\frac G2\int|\nabla w|^2dA=\frac{Gb^2}{8\pi^2}\int|\nabla\varphi|^2dA .
\end{equation}
Since $\varphi$ is harmonic, the area integral equals the boundary integral of $\varphi\,\partial_n\varphi$. The surface contributes nothing because $r_1=r_2$ there, and the far boundary contributes nothing because $\varphi$ decays. On the core circle the normal leaving the region points inwards, so the integral is $-\int_0^{2\pi}\varphi\,(\partial_r\varphi)\,r_0\,d\alpha$, with $\alpha$ measured from the upward direction. Put $\epsilon=r_0/2h$. From $\ln r_2=\ln 2h+\ln|1-\epsilon e^{i\alpha}|$ one finds on the circle
\begin{align}
\varphi&=\ln\frac{2h}{r_0}-\sum_{n\ge1}\frac{\epsilon^n}{n}\cos n\alpha,\\
-r_0\,\partial_r\varphi&=1+\sum_{n\ge1}\epsilon^n\cos n\alpha .
\end{align}
Different cosines are orthogonal and each $\cos^2n\alpha$ integrates to $\pi$. The product integrates to
\begin{equation}
2\pi\ln\frac{2h}{r_0}-\pi\sum_{n\ge1}\frac{\epsilon^{2n}}{n}
=2\pi\ln\frac{2h}{r_0}+\pi\ln(1-\epsilon^2).
\end{equation}
Multiplication by $Gb^2/8\pi^2$ gives (\ref{energy}). $\square$

The line stands at $y=-h$, so $F_y=-dE/dy=+dE/dh$. The free surface does no work. Differentiating the two logarithms in turn,
\begin{equation}
\frac{dE}{dh}=\frac{Gb^2}{4\pi}\left[\frac1h+\frac1h\,\frac{\epsilon^2}{1-\epsilon^2}\right]
=\frac{Gb^2}{4\pi h}\,\frac{1}{1-r_0^2/4h^2}. \label{slope}
\end{equation}
For $r_0\ll h$ this is the theorem again. The correction belongs to the field of Lemma 1 with the energy inside the circle left out. That field still exerts tractions on the circle; for a hollow core free of traction the leading correction is twice as large. Both are of order $(r_0/h)^2$, and neither describes a real core. For $G=b=h=1$ and $r_0=0.05$, direct integration of the stress energy gives $E=0.293527$, equal to (\ref{energy}) in all printed digits. Its finite-difference slope is $0.07963$, as (\ref{slope}) requires, against $1/4\pi=0.07958$ for a vanishing core.

\section{Two extensions}

\paragraph{Corollary (cubic crystal).} For a (001) surface and a line along a $\langle110\rangle$ direction, $G$ is replaced by $\sqrt{C_{44}(C_{11}-C_{12})/2}$.

\textit{Proof.} The planes normal to $z$ and to $y$ are mirror planes of the cubic elastic tensor. The first uncouples $w$ from the in-plane displacements, and the second forbids a coupling of $\sigma_{xz}$ to $\partial_yw$. What remains is $\sigma_{xz}=c_x\partial_xw$ and $\sigma_{yz}=c_y\partial_yw$. Here $c_y=C_{44}$. A shear strain $\varepsilon$ between $[110]$ and $[1\bar10]$ is a stretch $\varepsilon$ along one cube axis and $-\varepsilon$ along the other, with energy density $(C_{11}-C_{12})\varepsilon^2=2c_x\varepsilon^2$, so $c_x=(C_{11}-C_{12})/2$.

Force balance reads $c_x\partial_x^2w+c_y\partial_y^2w=0$. In the coordinate $y'=\lambda y$ with $\lambda=\sqrt{c_x/c_y}$ it becomes Laplace's equation. The free surface and the circuit condition are unchanged, and the depth becomes $\lambda h$. The image strain is then $\partial_xw=-b/(4\pi\lambda h)$, and
\begin{equation}
F_y=-c_xb\,\partial_xw=\frac{c_xb^2}{4\pi\lambda h}=\frac{\sqrt{c_xc_y}\,b^2}{4\pi h}.\qquad\square
\end{equation}

\paragraph{Proposition (surface layer).} Let a bonded layer of modulus $G_2$ and thickness $t$ cover the solid, with the line at depth $d$ below the interface. Then
\begin{equation}
F_y=\frac{Gb^2}{2\pi}\int_0^\infty\! r(k)\,e^{-2kd}dk,\quad
r=\frac{1-q}{1+q},\quad q=\frac{G_2}{G}\tanh kt . \label{layer}
\end{equation}

\textit{Proof.} Put the interface at $y=0$. Above the line, the bulk strain is
\begin{equation}
\partial_xw=-\frac b{2\pi}\int_0^\infty e^{-k(y+d)}\cos kx\,dk .
\end{equation}
Each component meets the interface as $e^{-ky}$ and returns as $r\,e^{ky}$. In the layer it is proportional to $\cosh k(t-y)$, whose slope vanishes at the free top. Continuity of $w$ makes the interface amplitude $1+r$; continuity of stress gives $G(1-r)=G_2(1+r)\tanh kt$, hence $r$. The returning wave acquires a second factor $e^{-kd}$ on its way to the line, and (\ref{pk}) gives (\ref{layer}). $\square$

For $G_2=0$, $r=1$ and the theorem returns with $h=d$. For $G_2=G$, $r=e^{-2kt}$ and it returns with $h=d+t$. For a very thick layer, $r=(G-G_2)/(G+G_2)$: a stiffer cover repels the dislocation. The attraction therefore depends on the surface being free or the cover being compliant or thin enough.

\section{A screw below a silicon surface}

Take rough values for silicon, $G=65$ GPa and $b=0.38$ nm, and a depth of $20$ nm. Because $1\ {\rm GPa\,nm}=1\ {\rm N/m}$,
\begin{align}
\frac{Gb^2}{4\pi}&=\frac{65\times0.38^2}{4\pi}\ {\rm nN}=0.747\ {\rm nN},\\
F&=\frac{0.747\ {\rm nN}}{20\ {\rm nm}}=0.037\ {\rm N/m}=0.23\ {\rm eV/nm^2}.
\end{align}
The image stress at the line is $F/b=98$ MPa. The force is $0.149$ N/m at $5$ nm and $0.015$ N/m at $50$ nm, a tenfold fall for a tenfold depth. Rising from $20$ to $10$ nm releases $0.747\ln2=0.518$ nN, or $3.2$ eV per nanometre of line.

\paragraph{Does the line move?} Let the surface be (001) and the line run along $[1\bar10]$. Silicon dislocations glide on $\{111\}$ planes. Two of these contain the line, $(111)$ and $(11\bar1)$, each tilted by $\arccos(1/\sqrt3)=54.7^\circ$ from the surface. On either plane the glide force is $F\sin54.7^\circ=0.030$ N/m and the glide stress $80$ MPa. The lattice friction stress is taken as $1$ GPa, an order of magnitude only. On these numbers the image force alone does not move the line without thermal activation. The two stresses become equal at a depth of about $1.6$ nm, some four Burgers vectors, where linear elasticity is itself doubtful and a core split over several nanometres cannot be treated as a single line.

\paragraph{Size of the neglected effects.} Each change below is relative to $0.037$ N/m, with the other settings held fixed.
\begin{itemize}
\item Cubic elasticity with rough constants $C_{11},C_{12},C_{44}=170,60,80$ GPa gives an effective modulus of $66.3$ GPa and a change of $+2\,\%$. The sign is set by the rounding of the inputs: constants closer to the room-temperature values of silicon, $165.6,63.9,79.5$ GPa, give $63.6$ GPa and $-2\,\%$. Only the size, a few per cent, is meaningful.
\item A $2$ nm oxide with $G_2=30$ GPa, over $20$ nm of silicon, gives $-4\,\%$ by (\ref{layer}).
\item An assumed modulus loss of $10^{-4}$ per kelvin gives $-6\,\%$ between $300$ and $900$ K.
\item Splitting into two partials $4$ nm apart on the glide plane, each with screw part $b/2$, changes the force on the screw parts by $+0.2\,\%$. Their opposite edge parts form a dipole. A rough upward estimate of its image effect is $(b_e/b_s)^2({\rm width}/h)^2=\tfrac13\cdot\tfrac1{25}$, or about $1\,\%$, where $b_e$ and $b_s$ are the edge and screw parts of one partial. Isotropic elasticity with a Poisson ratio of $0.22$ gives about $+0.4\,\%$.
\item The core factor in (\ref{slope}) with $r_0=b$ adds $0.009\,\%$.
\end{itemize}

\paragraph{Real layers.} The interface of a twist-bonded silicon layer can contain screw dislocations. If the layer is thinned to tens of nanometres, they lie at depths like the one used here. A native oxide breaks the bare-surface assumption. At a fixed depth below the interface it lowers the force by the few per cent found above. Its growth also consumes silicon, however, to a depth of about $0.44$ of the oxide thickness, and so brings the line nearer to the interface. With the moduli used here the two changes nearly cancel, so the force stays close to that before oxidation. A dense network breaks the assumption of an isolated line more severely. One parallel neighbour of the same sign, at the same depth and distance $L$, has an image that adds the upward force $(Gb^2/2\pi)\,2h/(L^2+4h^2)$. Relative to $F$ this is $4h^2/(L^2+4h^2)$, which is small for $L\gg2h$ but one half at $L=2h$. In a twist interface the crossing lines work the other way. Take a square network of two equal families with spacing $L$, all at depth $h$, whose long-range shear stresses cancel. The images of the parallel family pull each line up with $(Gb^2/2L)\coth(2\pi h/L)$ per length, while those of the crossing family push it down with $Gb^2/2L$ on average along the line. The mean force that remains is
\begin{equation}
\frac{Gb^2}{L}\,\frac{1}{e^{4\pi h/L}-1},
\end{equation}
which tends to $F$ for $L\gg h$ but is only about $0.01F$ at $L=2h$. The single-line result therefore does not apply to a dense twist network.

\paragraph{Misfit dislocations.} An equal biaxial misfit stress $\sigma_0$ has $\sigma_{xx}=\sigma_{zz}=\sigma_0$ and no shear components on these axes. By the Peach--Koehler formula it exerts no force on the pure screw, so it neither holds the line down nor helps it out. An edge component $b_x$ does feel it, with $F_y=-\sigma_0b_x$, and has an image force of its own. If layer and substrate have nearly the same shear modulus, the theorem thus supplies the screw part of the image force on a mixed misfit dislocation, not the whole force. If the moduli differ, the screw part changes too.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS IN UNITS G = b = h = 1, core radius 0.05
energy by quadrature: 0.293527
energy by formula: 0.293527
dE/dh by finite difference: 0.07963
dE/dh by formula with core: 0.07963
1/(4 pi), core radius to zero: 0.07958
EXAMPLE, rough silicon values
shear modulus G: 65 GPa
Burgers vector b: 0.38 nm
depth h: 20 nm
G b^2/(4 pi): 0.7469 nN
image force, formula: 0.03735 N/m
image force, surface-force integral: 0.03735 N/m
image force, converted: 0.233 eV/nm^2
image stress at the line: 98.3 MPa
force at depth 5 nm: 0.1494 N/m
force at depth 10 nm: 0.0747 N/m
force at depth 50 nm: 0.0149 N/m
energy released from 20 to 10 nm: 0.5177 nN
same, converted: 3.23 eV/nm
NEGLECTED EFFECTS, rough inputs
C11, C12, C44: 170, 60, 80 GPa
effective cubic modulus: 66.3 GPa
force change, cubic crystal: +2.0 %
oxide thickness: 2 nm, modulus: 30 GPa
force with oxide: 0.03570 N/m
force change, oxide: -4.4 %
modulus loss per kelvin: 1e-04 1/K
force change from 300 to 900 K: -6 %
width between partials: 4 nm
force change, screw parts of partials: +0.17 %
scale of the edge-part effect: 1.3 %
core correction for r0 = b: 0.0090 %
tilt of the glide plane: 54.74 degrees
force along the glide plane: 0.03049 N/m
stress on the glide plane: 80.2 MPa
lattice friction stress, order of size: 1 GPa
depth where glide stress equals friction: 1.60 nm
\end{verbatim}
